# Zone-boundary phonons in Pca2_1 crystals: screw axis and time reversal

The ferroelectric phase of hafnia has space group Pca2\(_1\), with its polarization along the twofold screw axis. This problem asks what the screw and time reversal together require of the phonons on the Brillouin-zone face perpendicular to that axis, and which disturbances of a memory capacitor remove the requirement.

**Setting and conventions.** The orthorhombic cell has edges \(a,b,c\), and the screw axis lies along \(z\). The operations needed are

\[
\begin{aligned}
S&:(x,y,z)\to(-x,-y,z+c/2),\\
M_x&:(x,y,z)\to(-x+a/2,\,y,\,z+c/2).
\end{aligned}
\]

The second glide of the group follows from these two and a lattice translation. The crystal is harmonic and stable, its force constants are real, and there is no magnetic order or magnetic field.

Let \(w=\sqrt m\,u\) be the mass-weighted displacement of an atom. A Bloch wave is \(w(\mathbf r)=\mathbf e_j e^{i\mathbf k\cdot\mathbf r}\), where \(\mathbf r\) is the equilibrium position of an atom on sublattice \(j\). The amplitudes obey \(D(\mathbf k)e=\omega^2e\), with \(D\) Hermitian. Time reversal \(T\) acts on a displacement field as complex conjugation, so \(T^2=1\).

## (a) Which wave vectors does \(\Theta=TS\) preserve?

Find the action of \(\Theta\) on a Bloch wave, including all phases.

**Solution.** Let \(C=\mathrm{diag}(-1,-1,1)\) and \(\mathbf t=(0,0,c/2)\), so that \(S\mathbf r=C\mathbf r+\mathbf t\). The transformed field at \(\mathbf r'\) is the old vector from \(S^{-1}\mathbf r'\), turned by \(C\). Since \(C^{-1}=C\), we have \(S^{-1}\mathbf r'=C(\mathbf r'-\mathbf t)\), and

\[
\begin{aligned}
(Sw)(\mathbf r')&=C\mathbf e_j\,e^{i\mathbf k\cdot C(\mathbf r'-\mathbf t)}\\
&=e^{-ik_zc/2}\,C\mathbf e_j\,e^{i(C\mathbf k)\cdot\mathbf r'} .
\end{aligned}
\]

Here \(S\) carries sublattice \(j\) to sublattice \(j'\). Complex conjugation gives

\[
(\Theta w)(\mathbf r')=e^{ik_zc/2}\,C\mathbf e_j^*\,e^{-i(C\mathbf k)\cdot\mathbf r'} .
\]

The new wave vector is \(-C\mathbf k=(k_x,k_y,-k_z)\). It differs from \(\mathbf k\) by \(\mathbf G=(0,0,2k_z)\), which is a reciprocal-lattice vector when \(2k_z=2\pi n/c\). Within one zone this leaves two planes, \(k_z=0\) and \(k_z=\pi/c\), with \(k_x\) and \(k_y\) arbitrary.

On these planes \(e^{-i(C\mathbf k)\cdot\mathbf r'}=e^{i\mathbf k\cdot\mathbf r'}e^{-i\mathbf G\cdot\mathbf r'}\). The last factor is the same in every cell, so it belongs to the amplitude:

\[
(\Theta e)_{j'}=e^{ik_zc/2}\,e^{-i\mathbf G\cdot\mathbf r_{j'}}\,C\mathbf e_j^* .
\]

This has the form \(\Theta e=Ue^*\). The matrix \(U\) is unitary, because it combines a permutation of atoms, a rotation and phases. Thus \(\Theta\) is antiunitary: \(\langle\Theta f|\Theta g\rangle=\langle f|g\rangle^*\).

## (b) What is \(\Theta^2\) on the two planes?

**Solution.** Two screws turn the crystal through a full revolution and translate it by \(c\). Since \(T\) commutes with the real operation \(S\), \(\Theta^2=T^2S^2=S^2\). A field translated by \(c\) is \(w(\mathbf r-c\hat{\mathbf z})=e^{-ik_zc}w(\mathbf r)\). Hence

\[
\Theta^2=e^{-ik_zc}=
\begin{cases}
+1,&k_z=0,\\
-1,&k_z=\pi/c.
\end{cases}
\]

The amplitude formula confirms the sign. The second application conjugates the first phase, so the factors \(e^{\pm ik_zc/2}\) cancel:

\[
(\Theta^2e)_j=e^{i\mathbf G\cdot(\mathbf r_{j'}-\mathbf r_j)}\mathbf e_j .
\]

Screw partners differ in height by \(c/2\), modulo \(c\). With \(G_z=2\pi/c\) the exponential is \(e^{i\pi}=-1\). The minus sign therefore comes from the half translation; no spin is involved.

## (c) What does this imply for the multiplicity of a frequency?

**Solution.** The harmonic forces are unchanged by \(S\), because it is a symmetry of the crystal, and by \(T\), because the force constants are real. Where \(\Theta\) preserves \(\mathbf k\), it therefore commutes with \(D(\mathbf k)\). If \(De=\omega^2e\), then

\[
D\,\Theta e=\Theta De=\Theta(\omega^2e)=\omega^2\Theta e,
\]

where the last step uses the reality of \(\omega^2\). It remains to decide whether \(\Theta e\) is a new mode. Put \(f=\Theta e\) and \(g=e\) in the antiunitary relation:

\[
\langle\Theta^2e|\Theta e\rangle=\langle\Theta e|e\rangle^*=\langle e|\Theta e\rangle .
\]

At \(k_z=\pi/c\) the left side is \(-\langle e|\Theta e\rangle\). Hence \(\langle e|\Theta e\rangle=0\), and the two modes are independent.

To count the whole eigenspace, take another eigenvector \(f\) of the same frequency, orthogonal to \(e\) and \(\Theta e\). Its partner is also orthogonal to both:

\[
\begin{aligned}
\langle\Theta e|\Theta f\rangle&=\langle e|f\rangle^*=0,\\
\langle e|\Theta f\rangle&=\langle\Theta e|\Theta^2f\rangle^*=-\langle\Theta e|f\rangle^*=0 .
\end{aligned}
\]

Pairs can thus be removed one after another. A single vector cannot be left over, since its partner would have to lie in the same one-dimensional space and be orthogonal to it. Every phonon frequency at \(k_z=\pi/c\) therefore has **even multiplicity**, at least two. At \(k_z=0\), \(\Theta^2=+1\) and the orthogonality argument gives no condition.

The partner has a simple picture where \(-\mathbf k\) is equivalent to \(\mathbf k\), for instance at \((0,0,\pi/c)\). There the modes can be chosen real. Let \(p\) be a real normalized pattern and \(q=-Sp\). Then \(Sp=-q\), and \(Sq=-S^2p=p\). A distortion \(Q_1p+Q_2q\) becomes \(Q_2p-Q_1q\), so

\[
(Q_1,Q_2)\to(Q_2,-Q_1).
\]

If the quadratic energy is \(AQ_1^2+BQ_2^2+KQ_1Q_2\), invariance requires \(A=B\) and \(K=-K=0\). The two patterns are screw images of each other, have equal stiffness and are not coupled at quadratic order. If one softens while \(S\) is kept, so does the other.

## (d) How do the partners separate off the plane?

**Solution.** Let \(\mathbf K\) lie on the plane and move to \(\mathbf K+\delta\hat{\mathbf z}\). By part (a), \(TS\) sends this wave vector to \(\mathbf K-\delta\hat{\mathbf z}\), modulo \((0,0,2\pi/c)\). The amplitude map differs from \(\Theta\) at \(\mathbf K\) by the constant phase \(e^{i\delta c/2}\), which cancels between \(\Theta\) and \(\Theta^{-1}\). Hence

\[
\Theta D(\mathbf K+\delta\hat{\mathbf z})\Theta^{-1}=D(\mathbf K-\delta\hat{\mathbf z}).
\]

Differentiation at \(\delta=0\), with \(D'=\partial D/\partial k_z\), gives \(\Theta D'\Theta^{-1}=-D'\). For a normalized pair,

\[
\begin{aligned}
\langle\Theta e|D'\Theta e\rangle&=-\langle\Theta e|\Theta D'e\rangle\\
&=-\langle e|D'e\rangle^*=-\langle e|D'e\rangle .
\end{aligned}
\]

The Hermitian \(2\times2\) block of \(D'\) is traceless, so its eigenvalues are \(\pm\lambda\). Degenerate perturbation theory for a pair of frequency \(\omega_0\), separate from other levels, gives \(\omega^2=\omega_0^2\pm\lambda\delta\) to first order in \(\delta\). With \(\omega^2-\omega_0^2\simeq2\omega_0(\omega-\omega_0)\),

\[
\omega_\pm=\omega_0\pm\frac{\lambda}{2\omega_0}\,\delta+O(\delta^2).
\]

For \(\lambda\neq0\) two branches cross the zone face with opposite group velocities along \(c\). An isolated single branch would have to arrive with zero slope.

## (e) Can symmetry force more than two modes together?

**Solution.** The glide \(M_x\) preserves \(\mathbf k\) on the plane when \(k_x=0\) or \(\pi/a\). Applied twice it restores \(x\) and raises \(z\) by \(c\), so \(M_x^2=-1\) and its eigenvalues are \(\pm i\). The two orders of \(M_x\) and \(S\) give

\[
\begin{aligned}
M_xS&:(x,y,z)\to(x+a/2,-y,z+c),\\
SM_x&:(x,y,z)\to(x-a/2,-y,z+c).
\end{aligned}
\]

They differ by the translation \(t_a\) through \(a\), so \(M_xS=t_aSM_x\). Since \(T\) commutes with these operations, \(M_x\Theta=t_a\Theta M_x\). At \(k_x=\pi/a\), \(t_a=-1\). Choose a mode with \(M_xe=i\mu e\), \(\mu=\pm1\). Then

\[
M_x\Theta e=-\Theta(i\mu e)=i\mu\,\Theta e,
\]

because \(\Theta\) conjugates \(i\). The pair shares one glide eigenvalue.

At \(U=(\pi/a,0,\pi/c)\) and \(R=(\pi/a,\pi/b,\pi/c)\), \(-\mathbf k\) is equivalent to \(\mathbf k\), so \(T\) alone also preserves \(\mathbf k\). It gives \(M_xTe=TM_xe=-i\mu Te\), and likewise for \(T\Theta e\). These two modes are orthogonal to the first two, since their glide eigenvalue differs. They are orthogonal to each other, since \(\langle Te|T\Theta e\rangle=\langle e|\Theta e\rangle^*=0\). Thus \(e,\Theta e,Te,T\Theta e\) are four independent modes of equal frequency.

At \(k_x=0\), \(t_a=+1\) and \(M_x\Theta e=-i\mu\Theta e\). Now \(Te\) has the same glide eigenvalue as \(\Theta e\) and may be the same mode, so this argument does not force four.

The phrase "doubly degenerate on the whole plane" must accordingly be read as even multiplicity: two at a generic point, at least four at \(U\) and \(R\), and possibly more at an accidental crossing.

## (f) Which disturbances split a pair?

Consider static electric fields, unequal masses and a magnetic field along \(c\).

**Solution.** The proof needs \(S\) and \(T\), but not the glides. An electric field along \(c\) is unchanged by \(C\); if the crystal stays in the same phase, the pairs survive even though the frequencies move. A field along \(a\) is reversed by \(S\), so the change of \(D\) linear in the field obeys \(\Theta\,\delta D\,\Theta^{-1}=-\delta D\). As in part (d), its block in a pair is traceless, and the first-order shifts are equal and opposite. For a twofold level they vanish on special lines of the plane, where a glide takes over the role of \(S\); a quartet at \(U\) or \(R\) can still split into two pairs. At \(k_x=\pi/a\), \(T\) combined with the second glide, \((x,y,z)\to(x+a/2,-y,z)\), preserves \(\mathbf k\), squares to \(-1\) and survives a field along \(a\). At \(k_y=0\) or \(\pi/b\), \(TM_x\) does the same for a field along \(b\). Unequal masses on screw partners also remove \(S\).

For a magnetic field \(B\hat{\mathbf z}\), give ion \(j\) a scalar dynamical charge \(Z_j\), in units of the elementary charge \(q_e\). The force \(Z_jq_e\,\dot{\mathbf u}\times\mathbf B\), with time factor \(e^{-i\omega t}\), leads to

\[
\omega^2e=De+\omega Le,\qquad
(Le)_j=i\,\frac{Z_jq_eB}{m_j}\,\mathbf e_j\times\hat{\mathbf z}.
\]

\(L\) is Hermitian. It commutes with a rotation about \(z\) but changes sign under conjugation, so its eigenvalues within a pair are \(\pm\ell\). Set \(\omega=\omega_0+\eta\) and keep first order: \(2\omega_0\eta=\pm\omega_0\ell\), so \(\eta=\pm\ell/2\). For a twofold level on the special lines just named, \(\ell=0\): a glide and \(T\) each reverse \(B\hat{\mathbf z}\), so their product survives and keeps the pair.

Long-range dipole forces respect both \(S\) and \(T\), and so keep the pairs. Their direction-dependent limit at \(\mathbf k+\mathbf G\to0\) does not occur here, since \(k_z+G_z\) is an odd multiple of \(\pi/c\).

## (g) How large are these effects in a hafnia-like crystal?

Take \(a,b,c=0.52,0.50,0.51\) nm. The space group generates twelve atoms from a metal site \((0.03,0.27,0)\) and oxygen sites \((0.30,0.95,0.32)\) and \((0.26,0.52,0.25)\), in cell fractions. The masses are 178.5 u and 16.0 u. Unstressed central springs have stiffness

\[
\kappa(r)=A\,e^{-(r-r_0)/\rho},\qquad \rho=0.05\ \text{nm},
\]

up to 0.60 nm. For metal–metal, metal–oxygen and oxygen–oxygen bonds, \(A=200,1000,100\) eV/nm\(^2\) and \(r_0=0.36,0.21,0.26\) nm. Compare the spectrum on and off the plane, then estimate the disturbances.

**Solution.** The shortest metal–oxygen distance is 0.2046 nm, where \(\kappa=1000\,e^{0.0054/0.05}\simeq1114\) eV/nm\(^2\). The springs depend on species and distance; no degeneracy is put into \(D\). Frequencies below are \(\nu=\omega/2\pi\).

**Pairs.** At \((0.30,0.20,0.50)\), in fractions of the reciprocal cell, the lowest six frequencies are 3.531, 3.753 and 4.182 THz, each occurring twice. Different pairs are at least 0.066 THz apart. With \(k_x,k_y\) fixed and \(k_z=0\), the lowest values are 2.236, 2.664 and 4.134 THz, all single. In a test at 150 random points of the plane, the largest splitting was \(3\times10^{-14}\) THz, which is rounding error.

**Slopes.** The lowest pair has \(d\nu/dk_z=\pm0.340\) THz nm, both from the projected \(D'\) and from finite differences. Since 1 THz nm is 1 km/s, its group speed along \(c\) is \(2\pi\times0.340=2.14\) km/s.

**Special points.** Every level is fourfold at \(U\) and \(R\), the lowest at \(U\) being 3.675 THz. Every level is twofold at \((0,0,\pi/c)\) and \((0,\pi/b,\pi/c)\), so four is not forced there. Giving one screw-related pair of metal atoms the mass 91.2 u removes the glides and keeps \(S\). The pairs survive to rounding error, while a quartet at \(U\) separates into two pairs by up to 1.46 THz.

**Electric field.** The ions carry dynamical charges \(+5\) and \(-2.5\). A field of 2 MV/cm is 0.2 V/nm and pulls a metal ion with \(5\times0.2=1\) eV/nm. The ions are displaced by their linear response at fixed cell size, and unstressed springs are rebuilt at the new positions. At the same \(\mathbf k\):

- Along \(c\), ions move by up to 0.00040 nm and frequencies by up to 0.0385 THz, but no pair splits beyond rounding error.
- Along \(a\), the largest shift is 0.0298 THz and the largest splitting 0.0593 THz. Twice the shift is 0.0596 THz, in line with nearly equal and opposite frequency shifts of the two modes in a pair.

This estimate omits bond tension and field-induced electronic changes of the springs, so it gives a size only; adding the tension of the stretched springs alone raises the splitting along \(a\) to about 0.07 THz. The ionic susceptibility of the model is about 7, roughly a third of the value near 20 usual for hafnia, so the ion displacements and the field splitting are probably too small.

**Other disturbances.** At the same \(\mathbf k\), replacing the metal atom at \((0.03,0.27,0)\) in every cell by Zr, with the springs held fixed, splits pairs by up to 0.79 THz, measured as the gap between levels \(2n-1\) and \(2n\) of the ordered spectrum. The substitution mixes different pairs strongly, so the value depends on this way of assigning partners. Neither glide preserves this wave vector, with or without time reversal, so replacing a glide-related metal atom instead can give a different value; by the same measure it is 0.67 THz. At this wave vector a magnetic field of 10 T along \(c\) splits them by at most \(5.6\times10^{-6}\) THz, or 5.6 MHz; the first-order formula and the full quadratic problem agree to the printed digits.

**Neglected dipole forces.** Smeared charges (length 0.05 nm, dielectric constant 5) shift frequencies by up to 2.0 THz and raise the lowest from 3.53 to 4.52 THz, by 28% of its spring-only value. These figures depend on the smearing length: between 0.035 and 0.08 nm the largest shift ranges from about 2.7 to 1.8 THz and the lowest frequency lies between 4.3 and 4.5 THz. The pairs remain equal within \(10^{-11}\) THz. The frequencies are therefore rough model values, whereas their pairing follows from symmetry.

**Film thickness.** A 10 nm film with \(c\) along its normal resolves wave vectors along \(c\) only to about \(\pi/(10\ \text{nm})=0.314\) nm\(^{-1}\). At this offset from the plane, the linear law predicts \(2\times0.340\times0.314=0.214\) THz for the lowest pair. The largest computed splitting is 0.196 THz, so the linear law is at least 9% too high for that pair, relative to the computed value. The surfaces themselves also break \(S\), an effect not included here.

**Temperature.** At 358 K the harmonic rms displacement of oxygen, averaged over a \(4\times4\times4\) mesh of wave vectors, is 0.0066 nm per axis (0.0067 nm on a \(10\times10\times10\) mesh), or 0.13 of \(\rho\). A bond compressed by this amount stiffens by \(e^{0.13}-1\simeq14\%\), and the rms length change of the short metal–oxygen bonds, 0.005 to 0.006 nm, gives 11 to 13%, so anharmonic shifts and linewidths need not be small. They were not computed. A linewidth above 0.06 THz would blur the field splitting.

**Comparison with devices.** A cell edge near 0.5 nm, a film near 10 nm and fields of a few MV/cm are roughly typical of hafnia memory capacitors. Such fields reach the coercive field, roughly 1 to 2 MV/cm, so the linear response about one polarization state used above holds only while the grain does not switch. The charges are also of the usual rough size; the atomic positions are round model values, and the springs are not fitted to hafnia. Hafnium–zirconium oxide films break the assumption of equal masses on screw partners. In the ordered one-in-four model this moves the largest splitting at the example wave vector from zero to 0.79 THz, more than ten times the model's effect of the field along \(a\) there; the ratio would be smaller with the larger ionic response of real hafnia. A real mixed film has random site occupation and often more Zr, so this number indicates a scale and does not predict its spectrum. In a tilted grain, the field component perpendicular to \(c\) splits the pairs at first order at a generic wave vector of the plane, while the component along \(c\) alone does not. The numerical output below lists the remaining values.

## Table of computed values

```
cell a, b, c (nm): 0.52 0.5 0.51
metal generator (cell fractions): 0.03 0.27 0.0
oxygen 1 generator (cell fractions): 0.3 0.95 0.32
oxygen 2 generator (cell fractions): 0.26 0.52 0.25
masses metal, oxygen, Zr (u): 178.5 16.0 91.2
spring sizes M-M, M-O, O-O (eV/nm^2): 200.0 1000.0 100.0
spring reference lengths M-M, M-O, O-O (nm): 0.36 0.21 0.26
spring decay length, cutoff (nm): 0.05 0.6
shortest metal-oxygen distance (nm): 0.2046
dynamical charges metal, oxygen (e): 5.0 -2.5
example k (reciprocal-cell fractions): 0.3 0.2 0.5
Theta squared at k_z=pi/c, first diagonal entry (1): -1.000000
Theta squared at k_z=0, first diagonal entry (1): 1.000000
supercell-Bloch largest difference (THz^2): 5.1e-13
lowest six nu at example k (THz): 3.53146 3.53146 3.75319 3.75319 4.18237 4.18237
highest two nu at example k (THz): 17.97740 17.97740
lowest six nu at same kx,ky, k_z=0 (THz): 2.23625 2.66363 4.13402 4.26832 4.52194 4.69182
largest pair splitting, 150 random points on plane (THz): 3.3e-14
smallest separation of different pairs at example k (THz): 0.06648
smallest level gap on k_z=0 control (THz): 0.01711
smallest level gap on kx=pi/a control (THz): 0.00519
lowest pair slopes d nu/dk_z (THz nm): -0.33991 0.33991
same slopes by finite difference (THz nm): -0.33991 0.33991
largest group speed along c at example k (km/s): 2.1357
multiplicity of every level at Z (1): 2
multiplicity of every level at T (1): 2
multiplicity of every level at U (1): 4
multiplicity of every level at R (1): 4
lowest four nu at U (THz): 3.67464 3.67464 3.67464 3.67464
screw-only masses, largest pair splitting (THz): 1.8e-14
screw-only masses, largest splitting of a U quartet into pairs (THz): 1.46383
one Zr per cell, largest pair splitting (THz): 0.79380
applied electric field (MV/cm): 2.0
field along c, largest ion displacement (nm): 0.000400
field along c, largest frequency shift (THz): 0.03850
field along c, largest pair splitting (THz): 9.77e-15
field along a, largest ion displacement (nm): 0.000333
field along a, largest frequency shift (THz): 0.02980
field along a, largest pair splitting (THz): 5.93e-02
magnetic field along c (T): 10.0
magnetic largest pair splitting, first order (THz): 5.579e-06
magnetic largest pair splitting, full problem (THz): 5.579e-06
dielectric constant (1), charge smearing length (nm): 5.0 0.05
dipole forces, largest frequency shift (THz): 2.0131
dipole forces, largest pair splitting (THz): 1.0e-11
dipole forces, lowest signed frequency (THz): 4.5230
film thickness (nm): 10.0
film offset pi/thickness, largest pair splitting (THz): 0.1958
temperature (K): 358.0
oxygen rms displacement per axis (nm): 0.00661
oxygen rms displacement / spring decay length (1): 0.1323
```
